\section*{How Constant Capacitances Set the Two Slopes of Coulomb-Blockade Diamonds, part 1}

(Sections cited here and not found follow in the second part.)

\section{From capacitor charges to the two slopes}

Take a small metal particle whose capacitances to a source, a drain and a gate stand in the ratio $2:2:1$. The drain is grounded, the source is at potential $V$ and the gate at $V_G$. While no electron tunnels, the particle is a capacitive divider: its potential follows each electrode in proportion to that electrode's share of the total capacitance, so it changes by $0.4\,dV+0.2\,dV_G$. Suppose an electron on the particle has just the energy of the electrons in the drain, and this match is to be kept while the source is raised by one unit. The particle would rise by $0.4$, and the gate must be lowered by two units to cancel the rise. In a plot of $V$ against $V_G$ the match follows a line of slope $-1/2$. Suppose instead that the match is with the source. The particle must now rise by the full unit. The source itself provides $0.4$, the gate must provide the missing $0.6$, and for this it has to go up by three units. The slope is $+1/3$. The two slopes differ in size although source and drain have equal capacitances, because the bias was applied to one of them and not to the other.

These two lines are the edges of the regions, called Coulomb diamonds, in which the number of electrons on the particle is fixed and current is blocked. To derive them in general, let $C_S$, $C_D$ and $C_G$ be the capacitances of the particle, or dot, to source, drain and gate, and let
\begin{equation}
C=C_S+C_D+C_G .
\end{equation}
All three are taken as constants, independent of voltage and of charge. The algebra uses atomic units, in which $\hbar=e=1$ and the electron has charge $-1$. The dot holds $n$ electrons more than in a reference state. Fixed charges in the surroundings are represented by a constant offset charge $q_0$ on the dot, so that its charge is $q=q_0-n$.

Let $\phi$ be the potential of the dot and $V_i$ that of electrode $i$, where $i$ runs over $S$, $D$ and $G$. The electrode plate facing the dot carries the charge $Q_i=C_i(V_i-\phi)$, and the opposite face, on the dot, carries $-Q_i$. The faces on the dot add up to its charge, $q=-\sum_iQ_i$, which gives
\begin{equation}
\sum_i C_i(V_i-\phi)=-q,
\qquad
\phi=\frac{q+\sum_iC_iV_i}{C}.
\label{eq:phi}
\end{equation}

The quantity that decides whether an electron can tunnel at fixed electrode potentials is the change of stored energy minus the work done by the batteries. Let one electron enter the dot from lead $\ell$, which is source or drain. The dot charge goes from $q$ to $q-1$, and by \eqref{eq:phi} the potential drops by $1/C$. Each difference $V_i-\phi$ therefore grows by $1/C$, and the stored energy $W=\tfrac12\sum_iC_i(V_i-\phi)^2$ changes by
\begin{align}
\Delta W&=\frac12\sum_iC_i\left[\left(V_i-\phi+\frac1C\right)^2-(V_i-\phi)^2\right]\nonumber\\
&=\frac1C\sum_iC_i(V_i-\phi)+\frac{1}{2C^2}\sum_iC_i
=\frac{-q+\frac12}{C}.
\end{align}
The last step uses \eqref{eq:phi} for the first sum and the definition of $C$ for the second.

The batteries do work for two reasons. The charge on plate $i$ grows by $C_i/C$, which has to be delivered at potential $V_i$. In addition, the electron that tunnelled has left lead $\ell$, and the battery replaces it by delivering a charge $-1$ at potential $V_\ell$. The total work is
\begin{equation}
A=\frac1C\sum_iC_iV_i-V_\ell .
\end{equation}
The charges delivered add up to $\sum_iC_i/C-1=0$, as they must, since the electron moved within the circuit and no net charge was brought into it. If the added electron also has to occupy a quantum level of energy $\varepsilon_{n+1}$, the cost of entry is
\begin{equation}
\Delta W-A+\varepsilon_{n+1}=\mu(n+1)-\mu_\ell,
\qquad \mu_\ell=-V_\ell ,
\label{eq:cost}
\end{equation}
where, with $q=q_0-n$,
\begin{equation}
\mu(n+1)=\frac{n+\frac12-q_0-\sum_iC_iV_i}{C}+\varepsilon_{n+1}.
\label{eq:mu}
\end{equation}
Here $\mu(n+1)$ is the electrochemical potential for adding electron $n+1$, and $\mu_\ell$ is that of the lead. The levels $\varepsilon$ are assumed not to depend on the voltages. The reverse event, in which electron $n+1$ leaves to lead $\ell$, costs $\mu_\ell-\mu(n+1)$. Capacitances between the electrodes themselves do not enter, because the charges on them are fixed by the electrode potentials, which the tunnelling event leaves unchanged.

The bookkeeping was tested by evaluating plate charges, stored energies and battery work directly for 50 random cases, with capacitances between 0.3 and 3 $e/\mathrm{V}$, electrode potentials between $-2$ and 2 V, offsets up to half an electron and level spacings up to 0.5 eV. The largest deviation from \eqref{eq:cost} was $2\times10^{-15}$ eV, which is rounding error.

Now set $V_S=V$ and $V_D=0$, so that $\mu_S=-V$ and $\mu_D=0$. At temperatures so low that no event with a positive cost occurs, the state $n$ is stable if no electron can enter from either lead and none can leave to either lead:
\begin{equation}
\mu(n+1)>\max(0,-V),\qquad \mu(n)<\min(0,-V).
\label{eq:stable}
\end{equation}
The border of this region consists of points at which $\mu(n)$ or $\mu(n+1)$ equals the potential of one of the leads. Along any such line $n$, $q_0$ and the level energy are constant, so \eqref{eq:mu} gives
\begin{equation}
d\mu=-\frac{C_S\,dV+C_G\,dV_G}{C}.
\end{equation}
If the alignment is with the drain, $\mu$ stays at zero. Then $C_S\,dV=-C_G\,dV_G$, and
\begin{equation}
s_-=\left.\frac{dV}{dV_G}\right|_{\mu=\mu_D}=-\frac{C_G}{C_S}.
\label{eq:sminus}
\end{equation}
If it is with the source, $\mu$ must follow $-V$, so that $d\mu=-dV$. Multiplication by $-C$ gives $C_S\,dV+C_G\,dV_G=C\,dV$, hence $C_G\,dV_G=(C-C_S)\,dV$, and
\begin{equation}
s_+=\left.\frac{dV}{dV_G}\right|_{\mu=\mu_S}=\frac{C_G}{C_D+C_G}.
\label{eq:splus}
\end{equation}
Neither $n$ nor $q_0$ nor $\varepsilon$ appears, so within this model all diamonds share the same two slopes. With $C_S:C_D:C_G=2:2:1$ the formulas return the $-1/2$ and $1/3$ of the opening case.

The conditions \eqref{eq:stable} also tell which edge is which. For $V>0$ the source has the lower electron potential. The left edge is then $\mu(n)=-V$, with slope $s_+$, and the right edge is $\mu(n+1)=0$, with slope $s_-$. For $V<0$ the source has the higher potential, the left edge is $\mu(n)=0$ with slope $s_-$, and the right edge is $\mu(n+1)=-V$ with slope $s_+$. Opposite edges are parallel, and the diamond is a parallelogram.

Loss of stability is not yet a current, for which electrons must pass from one lead to the other. Consider the right edge at $V>0$. Just beyond it $\mu(n+1)$ lies slightly below $\mu_D=0$, and an electron enters from the drain. Since $\mu(n+1)$ is still above $\mu_S=-V$, that electron can leave to the source, and the cycle repeats. Just beyond the left edge $\mu(n)$ lies slightly above $-V$. An electron leaves to the source, and because $\mu(n)$ is still below zero, the drain refills the dot. For $V<0$ source and drain exchange roles. At any nonzero bias each edge is thus the onset of a current carried by single tunnelling events in sequence, provided that both junctions conduct.

The corners follow from the same equations. At $V=0$ the diamond ends at the gate voltages $G_n$ and $G_{n+1}$ for which $\mu(n)=0$ and $\mu(n+1)=0$. From \eqref{eq:mu}, with $n$ in place of $n+1$,
\begin{equation}
C_GG_n=n-\tfrac12-q_0+C\varepsilon_n .
\end{equation}
Define the addition energy as the distance between successive electrochemical potentials at fixed voltages,
\begin{equation}
E_{\rm add}=\mu(n+1)-\mu(n)=\frac1C+\varepsilon_{n+1}-\varepsilon_n ,
\label{eq:eadd}
\end{equation}
which is taken to be positive. The width at zero bias is then
\begin{equation}
G_{n+1}-G_n=\frac{1+C(\varepsilon_{n+1}-\varepsilon_n)}{C_G}=\frac{C}{C_G}\,E_{\rm add}.
\label{eq:width}
\end{equation}
At the upper corner $\mu(n+1)=0$ and $\mu(n)=-V$ hold together, so $V=E_{\rm add}$. Since $\mu(n+1)=0$ is the line through $G_{n+1}$ with slope $-C_G/C_S$, the gate voltage there is
\begin{equation}
V_G^{\rm top}=G_{n+1}-\frac{C_S}{C_G}\,E_{\rm add}.
\label{eq:top}
\end{equation}
At the lower corner $\mu(n)=0$ and $\mu(n+1)=-V$, so $V=-E_{\rm add}$, and the line through $G_n$ gives $V_G=G_n+(C_S/C_G)E_{\rm add}$. In these units the half-height of the diamond in volts equals the addition energy in electronvolts.

The slopes can be read backwards. Their inverses are
\begin{equation}
\frac{1}{|s_-|}=\frac{C_S}{C_G},\qquad \frac1{s_+}=\frac{C_D}{C_G}+1,
\end{equation}
and their sum is $C/C_G$. The lever arm of the gate, which converts a gate voltage into a shift of the dot energy, is therefore
\begin{equation}
\frac{C_G}{C}=\left(\frac1{s_+}+\frac1{|s_-|}\right)^{-1}.
\label{eq:lever}
\end{equation}
Multiplying all capacitances by a common factor leaves both slopes unchanged, so the slopes yield ratios and no absolute capacitance. One more datum is needed. For a metallic particle with negligible level spacing it is the width \eqref{eq:width}, which becomes $1/C_G$. In a real device the dot also has some capacitance to grounded surroundings. With the drain grounded this enters \eqref{eq:phi} exactly as $C_D$ does, so the $C_D$ read from $s_+$ includes it, while the lever arm \eqref{eq:lever} remains correct with the full $C$.

Some limits make the formulas concrete. When $C_S\to0$ the dot no longer feels the source, and the drain-aligned edge becomes vertical. The other slope cannot exceed one, a value approached when $C_D\ll C_G$. When the gate is weak, $C_G\ll C_S,C_D$, both edges are flat. The two slopes have equal size when $C_S=C_D+C_G$, and not when $C_S=C_D$.

That asymmetry belongs to the way the bias is applied. Let the source carry $sV$ and the drain $(s-1)V$, so that their difference is still $V$. Now
\begin{equation}
-C\,d\mu=\left[sC_S-(1-s)C_D\right]dV+C_G\,dV_G .
\end{equation}
Alignment with the drain requires $d\mu=(1-s)\,dV$, which gives
\begin{align}
C_G\,dV_G&=-\left[(1-s)C+sC_S-(1-s)C_D\right]dV\nonumber\\
&=-\left[C_S+(1-s)C_G\right]dV .
\end{align}
Alignment with the source requires $d\mu=-s\,dV$, which gives
\begin{align}
C_G\,dV_G&=\left[sC-sC_S+(1-s)C_D\right]dV\nonumber\\
&=\left[C_D+sC_G\right]dV .
\end{align}
The slopes are
\begin{equation}
s_-=-\frac{C_G}{C_S+(1-s)C_G},\qquad s_+=\frac{C_G}{C_D+sC_G}.
\label{eq:split}
\end{equation}
For $s=1$ they reduce to \eqref{eq:sminus} and \eqref{eq:splus}. For the symmetric choice $s=1/2$, equal source and drain capacitances do give slopes of equal size. The sum of the inverse magnitudes is $C/C_G$ for every $s$, so the lever arm \eqref{eq:lever} can be read off without knowing how the bias is divided, while $C_S$ and $C_D$ cannot.

For constant capacitances, the two edge slopes are now known for any division of the bias between source and drain, together with the corners of the diamond for a grounded drain. It remains to test these results numerically, apply them to a gold-particle transistor, and see how temperature, cotunnelling, discrete levels and a voltage-dependent response limit them.
